# Fitting All 21 Elastic Constants from Stresses of Six Coupled Strains: a program that tests the result

```python
"""Least-squares fit of 21 elastic constants from six coupled strains.

Result under test: for strains E = delta*W (6x6, columns are Voigt strains with
engineering shears) and stresses S, the symmetric C minimizing |C E - S| obeys
C G + G C = S E^T + E S^T, G = E E^T. Its condition number is cond(W), and its
expected squared noise error is tau^2 * sum_{a<=b} 2/(g_a+g_b), with g the
eigenvalues of G and tau the standard deviation of each stress component.
Strain error is B1*delta one-sided and B2*delta^2 for plus-minus pairs, so
delta_best = sqrt(N/B1) or (N^2/(2 B2^2))^(1/6), N/delta being the rms noise error.
Stress is second Piola-Kirchhoff, strain is Green-Lagrange; Hartree atomic units.
"""
import numpy as np
from scipy import constants
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(12)
norm = np.linalg.norm

# ---------- model crystal: one atom per cell, nine bonds per atom ----------
cell = np.array([[5.0, 0.0, 0.0], [0.8, 5.6, 0.0], [-0.7, 1.0, 6.2]])
volume = np.linalg.det(cell)
bond_index = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, -1, 0], [0, -1, 1],
                       [1, 0, 1], [-1, 0, 1], [1, 1, 0], [0, 1, 1]])
depth = np.array([30, 26, 34, 12, 10, 14, 11, 9, 13]) * 1e-3
morse_a = 0.6
many_body = 5e-4
bonds = bond_index @ cell
length = norm(bonds, axis=1)
x, y, z = bonds.T
bond_voigt = np.stack([x*x, y*y, z*z, y*z, x*z, x*y], axis=1)


def energy(F, misfit=0.0):
    """Energy per cell from the deformed bond lengths |F R|."""
    stretch = norm(bonds @ F.T, axis=1) - length - misfit
    morse = depth * (1 - np.exp(-morse_a * stretch))**2
    return morse.sum() + 0.5 * many_body * stretch.sum()**2


def stress(e, misfit=0.0):
    """Second Piola-Kirchhoff Voigt stress; e has shape (..., 6)."""
    r = np.sqrt(length**2 + 2 * (e @ bond_voigt.T))
    stretch = r - length - misfit
    q = np.exp(-morse_a * stretch)
    force = 2 * depth * morse_a * (q - q*q)
    force = force + many_body * stretch.sum(axis=-1, keepdims=True)
    return (force / r) @ bond_voigt / volume


def stress_tensor(v):
    return np.array([[v[0], v[5], v[4]], [v[5], v[1], v[3]], [v[4], v[3], v[2]]])


def stress_voigt(m):
    return np.array([m[0, 0], m[1, 1], m[2, 2], m[1, 2], m[0, 2], m[0, 1]])


def strain_voigt(m):
    return stress_voigt(m) * np.array([1, 1, 1, 2, 2, 2])


def tangent(misfit=0.0):
    """Elastic matrix by complex-step differentiation of the stress."""
    h = 1e-20
    return stress(1j * h * np.eye(6), misfit).imag.T / h


C_exact = tangent()
g_sum = (bond_voigt / length[:, None]).sum(axis=0)
C_closed = (np.einsum('k,ki,kj->ij', 2*depth*morse_a**2/length**2,
                      bond_voigt, bond_voigt)
            + many_body * np.outer(g_sum, g_sum)) / volume
assert np.allclose(C_exact, C_closed, rtol=1e-10, atol=1e-14)
assert np.linalg.eigvalsh(C_exact)[0] > 0
assert norm(stress(np.zeros(6))) < 1e-15
assert abs(C_exact[0, 1] - C_exact[5, 5]) > 1e-5   # Cauchy relation is broken

# Cauchy stress from energy differences, converted, against the direct stress
misfit = 0.02
F = np.eye(3) + 0.02 * rng.standard_normal((3, 3))
dUdF = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        dF = np.zeros((3, 3))
        dF[i, j] = 1e-5
        dUdF[i, j] = (energy(F + dF, misfit) - energy(F - dF, misfit)) / 2e-5
J = np.linalg.det(F)
cauchy = dUdF @ F.T / (J * volume)
F_inv = np.linalg.inv(F)
converted = stress_voigt(J * F_inv @ cauchy @ F_inv.T)
green = strain_voigt((F.T @ F - np.eye(3)) / 2)
assert np.allclose(converted, stress(green, misfit), rtol=0, atol=1e-9)

# Slope of the raw Cauchy stress in a crystal with residual stress
C_stressed = tangent(misfit)
t0 = stress_tensor(stress(np.zeros(6), misfit))
raw_slope = np.zeros((6, 6))
slope_formula = np.zeros((6, 6))
for j in range(6):
    unit = np.eye(6)[j] / np.array([1, 1, 1, 2, 2, 2])
    eps = stress_tensor(unit)
    sides = []
    for h in (1e-4, -1e-4):
        Fh = np.eye(3) + h * eps
        e = strain_voigt((Fh.T @ Fh - np.eye(3)) / 2)
        s = Fh @ stress_tensor(stress(e, misfit)) @ Fh.T / np.linalg.det(Fh)
        sides.append(stress_voigt(s))
    raw_slope[:, j] = (sides[0] - sides[1]) / 2e-4
    extra = eps @ t0 + t0 @ eps - t0 * np.trace(eps)
    slope_formula[:, j] = C_stressed[:, j] + stress_voigt(extra)
assert np.allclose(raw_slope, slope_formula, rtol=0, atol=2e-8)
raw_miss = np.abs(raw_slope - C_stressed).max()
raw_asymmetry = np.abs(raw_slope - raw_slope.T).max()
assert raw_miss > 1e-6 and raw_asymmetry > 1e-6

# ---------- linear least squares over symmetric matrices ----------
basis = []
for i in range(6):
    for j in range(i, 6):
        m = np.zeros((6, 6))
        m[i, j] = m[j, i] = 1.0 if i == j else np.sqrt(0.5)
        basis.append(m)
basis = np.array(basis)


def design(W):
    return np.stack([(m @ W).ravel() for m in basis], axis=1)


def fit(W, S):
    coef = np.linalg.lstsq(design(W), S.ravel(), rcond=None)[0]
    return np.tensordot(coef, basis, axes=1)


def noise_factor(W):
    g = np.linalg.eigvalsh(W @ W.T)
    a, b = np.triu_indices(6)
    return np.sum(2 / (g[a] + g[b]))


character = [0, 1, -1, -1, 1]
balanced = np.ones((6, 6))
balanced[0, 0] = 0
for i in range(5):
    for j in range(5):
        balanced[i+1, j+1] = character[(j - i) % 5]
assert np.array_equal(balanced @ balanced.T, 5 * np.eye(6))
designs = {'single-component': np.eye(6), 'balanced': balanced,
           'staircase': np.tril(np.ones((6, 6)))}

ranks = []
generic = rng.standard_normal((6, 6))
for k in range(1, 7):
    ranks.append(int(np.linalg.matrix_rank(design(generic[:, :k]))))
    assert ranks[-1] == 21 - (6 - k) * (7 - k) // 2

for W in list(designs.values()) + [generic]:
    sv = np.linalg.svd(design(W), compute_uv=False)
    assert np.isclose(sv[0] / sv[-1], np.linalg.cond(W), rtol=1e-8)
    S = rng.standard_normal((6, 6))
    lyapunov = solve_continuous_lyapunov(W @ W.T, S @ W.T + W @ S.T)
    assert np.allclose(lyapunov, fit(W, S), rtol=1e-7, atol=1e-8)

# No design with the same total squared strain beats the balanced one
for _ in range(300):
    W = rng.standard_normal((6, 6))
    W *= np.sqrt(30) / norm(W)
    A = design(W)
    assert np.trace(np.linalg.inv(A.T @ A)) >= noise_factor(balanced)

# ---------- strain error, noise and best amplitude ----------


def taylor(W, order):
    """Taylor coefficient of stress(delta*W) in delta, from a complex circle."""
    radius, n = 0.05, 32
    phase = np.exp(2j * np.pi * np.arange(n) / n)
    values = stress(radius * phase[:, None, None] * W.T)
    coef = (values * phase[:, None, None]**(-order)).mean(axis=0)
    return coef.real.T / radius**order


def response(W, delta, paired, misfit=0.0):
    plus = stress(delta * W.T, misfit)
    if paired:
        plus = (plus - stress(-delta * W.T, misfit)) / 2
    return plus.T


def predict(W, tau, paired):
    N = tau * np.sqrt(noise_factor(W) / (2 if paired else 1))
    B = norm(fit(W, taylor(W, 3 if paired else 2)))
    best = (N**2 / (2 * B**2))**(1/6) if paired else np.sqrt(N / B)
    error = np.sqrt((N/best)**2 + (B * best**(2 if paired else 1))**2)
    return N, B, best, error


draws = rng.standard_normal((2, 4000, 36))
exact_coef = np.array([np.sum(m * C_exact) for m in basis])


def sampled_optimum(W, tau, paired):
    """Minimize the sampled mean square error of complete nonlinear fits."""
    solver = np.linalg.pinv(design(W))
    raw = (draws[0] - draws[1]) / 2 if paired else draws[0]
    noise = tau * raw @ solver.T

    def mse(log_delta):
        d = np.exp(log_delta)
        bias = solver @ response(W, d, paired).ravel() / d - exact_coef
        return np.mean(np.sum((bias + noise / d)**2, axis=1))

    found = minimize_scalar(mse, bounds=(np.log(1e-5), np.log(0.08)),
                            method='bounded', options={'xatol': 1e-5})
    return np.exp(found.x), np.sqrt(found.fun), np.mean(np.sum(noise**2, axis=1))


tau = 3e-7
table = {}
for name, W in designs.items():
    N, B, best, error = predict(W, tau, True)
    sampled = sampled_optimum(W, tau, True)
    assert abs(sampled[2] / N**2 - 1) < 0.06
    assert abs(sampled[0] / best - 1) < 0.05
    assert abs(sampled[1] / error - 1) < 0.05
    table[name] = (np.linalg.cond(W), noise_factor(W), B, best, error, sampled)

N1, B1, best1, error1 = predict(balanced, tau, False)
sampled1 = sampled_optimum(balanced, tau, False)
assert abs(sampled1[2] / N1**2 - 1) < 0.06
assert abs(sampled1[0] / best1 - 1) < 0.08
assert abs(sampled1[1] / error1 - 1) < 0.05
equal_cost_error1 = predict(balanced, tau / np.sqrt(2), False)[3]

# Smallest error against noise level: powers 1/2 and 2/3
quiet1 = sampled_optimum(balanced, tau / 100, False)
quiet2 = sampled_optimum(balanced, tau / 100, True)
power1 = np.log(sampled1[1] / quiet1[1]) / np.log(100)
power2 = np.log(table['balanced'][5][1] / quiet2[1]) / np.log(100)
assert abs(power1 - 1/2) < 0.015 and abs(power2 - 2/3) < 0.015

# Residual stress: removed by pairs, divided by delta without them


def stressed_error(delta, paired):
    S = response(balanced, delta, paired, misfit)
    return norm(fit(balanced, S) / delta - C_stressed)


pair_ratio = stressed_error(2e-3, True) / stressed_error(1e-3, True)
single_ratio = stressed_error(2e-4, False) / stressed_error(1e-4, False)
assert abs(pair_ratio - 4) < 0.1 and abs(single_ratio - 0.5) < 0.02

# Fifteen redundant data measure the noise
A = design(balanced)
pair_noise = tau * (draws[0] - draws[1]) / 2
left_over = pair_noise - pair_noise @ np.linalg.pinv(A).T @ A.T
assert abs(np.mean(np.sum(left_over**2, axis=1)) / (15 * tau**2 / 2) - 1) < 0.05

# ---------- one noisy data set, as in practice ----------


def noisy_pair(delta):
    noise = tau * rng.standard_normal((2, 6, 6))
    return response(balanced, delta, True) + (noise[0] - noise[1]) / 2


trial = 0.02
C_small = fit(balanced, noisy_pair(trial)) / trial
C_large = fit(balanced, noisy_pair(2 * trial)) / (2 * trial)
B_estimate = norm(C_large - C_small) / (3 * trial**2)
N2 = tau * np.sqrt(noise_factor(balanced) / 2)
best_estimate = (N2**2 / (2 * B_estimate**2))**(1/6)
best2 = table['balanced'][3]
assert abs(best_estimate / best2 - 1) < 0.15

S = noisy_pair(best2)
C_fit = fit(balanced, S) / best2
misfit_norm = norm(C_fit @ balanced * best2 - S)
tau_estimate = misfit_norm * np.sqrt(2 / 15)
rms_error = norm(C_fit - C_exact) / 6
assert rms_error < 3 * table['balanced'][4] / 6

# ---------- output ----------
hartree = constants.physical_constants['Hartree energy'][0]
bohr = constants.physical_constants['Bohr radius'][0]
to_GPa = hartree / bohr**3 / 1e9
unit = 'mEh/bohr^3'
for label, v in zip('abc', cell):
    print(f'cell vector {label} (bohr):', v)
print(f'cell volume: {volume:.2f} bohr^3')
print('bonds (multiples of a,b,c):', bond_index.tolist())
print('Morse depths (mEh):', np.round(depth * 1e3, 3).tolist())
print(f'Morse exponent: {morse_a} 1/bohr; many-body: {many_body*1e3:.2f} mEh/bohr^2')
print(f'stress noise tau: {tau*1e3:.1e} {unit}')
print('rank for 1..6 strains:', ranks)
print('balanced strain directions, one column per strain:')
for row in balanced.astype(int):
    print('  ', row)
print('paired designs; delta = largest strain component; errors rms per entry')
for name, (cond, factor, B, best, error, sampled) in table.items():
    print(f'{name}: cond {cond:.3f}, noise factor {factor:.3f}, B2 {B*1e3:.1f} {unit}')
    print(f'   best delta {best:.5f} (sampled {sampled[0]:.5f}),'
          f' error {error/6*1e3:.3e} (sampled {sampled[1]/6*1e3:.3e}) {unit}')
print(f'balanced, paired: N {N2*1e3:.3e} {unit}')
print(f'balanced, one-sided: N {N1*1e3:.3e}, B1 {B1*1e3:.2f} {unit}')
print(f'   best delta {best1:.5f} (sampled {sampled1[0]:.5f}),'
      f' error {error1/6*1e3:.3e} (sampled {sampled1[1]/6*1e3:.3e}) {unit}')
print(f'   error with noise variance halved: {equal_cost_error1/6*1e3:.3e} {unit}')
print(f'sampled noise powers: one-sided {power1:.4f}, paired {power2:.4f}')
print(f'residual-stress crystal, bond misfit {misfit} bohr:')
print(f'   largest |t0| component {np.abs(t0).max()*1e3:.4f} {unit}')
print(f'   raw Cauchy slope: largest miss {raw_miss*1e3:.4f},'
      f' asymmetry {raw_asymmetry*1e3:.4f} {unit}')
print(f'   error ratio on doubling delta: paired {pair_ratio:.3f},'
      f' one-sided {single_ratio:.3f}')
print(f'trial deltas {trial}, {2*trial}: B2 estimate {B_estimate*1e3:.1f} {unit},'
      f' best delta {best_estimate:.5f}')
print(f'exact C, upper triangle by rows ({unit}):')
for i in range(6):
    print('  ', ' '.join(f'{v*1e3:9.5f}' for v in C_exact[i, i:]))
print(f'fitted C from one noisy paired set at delta {best2:.5f} ({unit}):')
for i in range(6):
    print('  ', ' '.join(f'{v*1e3:9.5f}' for v in C_fit[i, i:]))
print(f'rms error {rms_error*1e3:.3e} {unit} = {rms_error*to_GPa:.4f} GPa')
print(f'largest error {np.abs(C_fit-C_exact).max()*1e3:.3e} {unit}')
print(f'C11: exact {C_exact[0,0]*to_GPa:.3f}, fitted {C_fit[0,0]*to_GPa:.3f} GPa')
print(f'tau estimated from the 15 redundancies: {tau_estimate*1e3:.2e} {unit}')
print('done: every assertion held')
```

Running it gives:

```
cell vector a (bohr): [5. 0. 0.]
cell vector b (bohr): [0.8 5.6 0. ]
cell vector c (bohr): [-0.7  1.   6.2]
cell volume: 173.60 bohr^3
bonds (multiples of a,b,c): [[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, -1, 0], [0, -1, 1], [1, 0, 1], [-1, 0, 1], [1, 1, 0], [0, 1, 1]]
Morse depths (mEh): [30.0, 26.0, 34.0, 12.0, 10.0, 14.0, 11.0, 9.0, 13.0]
Morse exponent: 0.6 1/bohr; many-body: 0.50 mEh/bohr^2
stress noise tau: 3.0e-04 mEh/bohr^3
rank for 1..6 strains: [6, 11, 15, 18, 20, 21]
balanced strain directions, one column per strain:
   [0 1 1 1 1 1]
   [ 1  0  1 -1 -1  1]
   [ 1  1  0  1 -1 -1]
   [ 1 -1  1  0  1 -1]
   [ 1 -1 -1  1  0  1]
   [ 1  1 -1 -1  1  0]
paired designs; delta = largest strain component; errors rms per entry
single-component: cond 1.000, noise factor 21.000, B2 273.4 mEh/bohr^3
   best delta 0.01360 (sampled 0.01358), error 1.459e-02 (sampled 1.465e-02) mEh/bohr^3
balanced: cond 1.000, noise factor 4.200, B2 700.4 mEh/bohr^3
   best delta 0.00760 (sampled 0.00759), error 1.168e-02 (sampled 1.169e-02) mEh/bohr^3
staircase: cond 8.055, noise factor 29.097, B2 800.2 mEh/bohr^3
   best delta 0.01004 (sampled 0.01000), error 2.327e-02 (sampled 2.325e-02) mEh/bohr^3
balanced, paired: N 4.347e-04 mEh/bohr^3
balanced, one-sided: N 6.148e-04, B1 115.21 mEh/bohr^3
   best delta 0.00231 (sampled 0.00233), error 6.273e-02 (sampled 6.237e-02) mEh/bohr^3
   error with noise variance halved: 5.275e-02 mEh/bohr^3
sampled noise powers: one-sided 0.4989, paired 0.6667
residual-stress crystal, bond misfit 0.02 bohr:
   largest |t0| component 0.0493 mEh/bohr^3
   raw Cauchy slope: largest miss 0.0493, asymmetry 0.0142 mEh/bohr^3
   error ratio on doubling delta: paired 4.000, one-sided 0.500
trial deltas 0.02, 0.04: B2 estimate 729.9 mEh/bohr^3, best delta 0.00750
exact C, upper triangle by rows (mEh/bohr^3):
     6.07270   2.46679   2.94571   0.39212  -0.38655   0.30355
     7.80210   3.40356   1.01413  -0.28015   0.56205
    11.37011   1.77489  -0.82371   0.28285
     1.87862   0.10194  -0.10363
     1.64681   0.19507
     1.32227
fitted C from one noisy paired set at delta 0.00760 (mEh/bohr^3):
     6.09069   2.46944   2.94024   0.38548  -0.38990   0.30686
     7.83146   3.43066   1.01499  -0.26192   0.57419
    11.38393   1.79213  -0.83334   0.29194
     1.87493   0.10213  -0.10865
     1.66123   0.17439
     1.31065
rms error 1.315e-02 mEh/bohr^3 = 0.3868 GPa
largest error 2.937e-02 mEh/bohr^3
C11: exact 178.665, fitted 179.194 GPa
tau estimated from the 15 redundancies: 3.12e-04 mEh/bohr^3
done: every assertion held
```
